Why the inverse cube belongs to helium's correlation energy, not its total

**Q:** I have total energies of helium in two correlation-consistent basis sets, cc-pVDZ and cc-pVTZ. Their cardinal numbers are X = 2 and X = 3. Basis-set errors fall as X⁻³, so two energies should be enough to reach the complete-basis limit. Is there anything wrong with that?

**A:** Let us try it. What do you get from your assumption?

**Q:** I write the energy in each set as

E(X) = E∞ + A X⁻³.

Multiplying by X³ gives X³E(X) = X³E∞ + A. I do the same for a larger set Y and subtract, which removes A:

Y³E(Y) − X³E(X) = (Y³ − X³) E∞,

E∞ = [Y³E(Y) − X³E(X)] / (Y³ − X³).

My energies, in hartree (Eh), are −2.887595 for X = 2 and −2.900232 for X = 3. With 3³ = 27 and 2³ = 8,

E∞ = [27(−2.900232) − 8(−2.887595)] / 19 = −2.905553 Eh.

**A:** The algebra is right. For comparison we need the exact energy of the same model: two nonrelativistic electrons and a fixed point nucleus. A variational calculation with the interelectronic distance built into the wave function gives −2.903724 Eh. Its last enlargement lowered the energy by 0.8 μEh, so it serves well for errors quoted in mEh, apart from the last digit or so of 0.001 mEh.

**Q:** Then my extrapolated energy is 1.83 mEh too low, or 4.80 kJ/mol. I thought variational energies could not fall below the exact one.

**A:** The two energies you started from cannot. The extrapolated number is not the expectation value of any wave function, so nothing protects it. It is as good as the assumed law.

**Q:** Perhaps the sets are too small for the law to hold yet.

**A:** That is one possible reason. To see whether it is the main one, split the energy into two parts:

E(X) = E_HF(X) + E_c(X).

E_HF is the Hartree-Fock energy, in which both electrons share one orbital and each feels the average field of the other. E_c is what remains when the two-electron problem is solved in full within the same basis. Coupled cluster with single and double excitations does this for helium, because two electrons cannot be excited more than doubly.

The limits are −2.861680 Eh for Hartree-Fock and −0.042044 Eh for correlation. Defining each error as the finite-basis value minus its limit, we have, in mEh:

X = 2: HF 6.520, correlation 9.609, total 16.129
X = 3: HF 0.527, correlation 2.965, total 3.492
X = 4: HF 0.166, correlation 1.147, total 1.313
X = 5: HF 0.055, correlation 0.517, total 0.572

Your formula is linear in the energies, and its weights, 27/19 and −8/19, add up to one. It therefore acts on the errors of each part separately. Apply it to the first two rows.

**Q:** For Hartree-Fock,

(27 × 0.527 − 8 × 6.520) / 19 = −2.00 mEh,

and for correlation,

(27 × 2.965 − 8 × 9.609) / 19 = +0.17 mEh.

So the correlation part comes out well, and nearly all the damage is in the Hartree-Fock part.

**A:** Yes. From X = 2 to X = 3 an inverse cube shrinks an error by (3/2)³ = 3.4. The Hartree-Fock error shrank by a factor of 12.4. The formula reads the large drop as a sign that much more is still to come, and subtracts too much. In general the extrapolated error is negative whenever

Y³Δ(Y) < X³Δ(X),

that is, whenever the error Δ falls faster than the cube between the two sets.

**Q:** Why should the two parts converge so differently? They use the same basis functions.

**A:** They do not use them in the same way. Take Hartree-Fock first. If both electrons occupy an s orbital, the charge density is spherical, and so is the average potential. A spherical potential does not mix s functions with p, d or higher functions. The solution found among the s functions therefore remains a solution when the others are added. In the numerical check, deleting every function except the s functions left the Hartree-Fock energy unchanged to within 10⁻⁸ Eh in all four sets.

**Q:** So for E_HF the number that matters is not really X, but how well the s functions describe one orbital?

**A:** For helium, yes. That orbital is a smooth function of r apart from its cusp at the nucleus, and Gaussians with well-spread exponents describe it efficiently. With n Gaussians whose exponents form an optimized geometric series, the error is 9.14 mEh for n = 4, 0.173 mEh for n = 8 and 0.0070 mEh for n = 12. If we describe this by

Δ_HF ≈ B exp(−c√n),

the value of c found between successive sizes of the series n = 4, 6, 8, 10, 12 rises slowly from 4.7 to 5.1. If we insist on a power of n instead, the required power climbs from 5.2 to 8.4. A fixed power is the poorer description over this range. This is numerical evidence, not a proof of the exponential form.

**Q:** Your Hartree-Fock errors are uneven, though. They fall by a factor of 12.4, then by 3.2, then by 3.0. That is not a clean exponential in X.

**A:** It is not, and the make-up of the sets accounts for it. They contain 4, 6, 7 and 8 primitive s Gaussians, so the first step adds two and the later steps add one each. A factor of 12.4 for two functions is about 3.5 per function, in line with the others.

We can check how much the primitive count explains. It is not the whole story: the geometric sets of 4, 6, 7 and 8 functions have errors of 9.14, 1.10, 0.426 and 0.173 mEh, which is 1.4 to 3.1 times the cc-pVXZ values, so the exponents must also be well placed. Take instead s sets of the same sizes whose logarithmic exponents follow a cubic in their position, with four optimized parameters (for four functions this is no restriction). Their errors are 6.52, 0.548, 0.176 and 0.060 mEh. The cc-pVXZ errors are between 0.92 and 1.00 times these. "Nearly exponential in X" is thus a fair description of the last three sets, but X stands in for the number of s functions.

**Q:** Now the correlation part. Where does a cube come from?

**A:** From the region where the electrons meet. Let θ be the angle between their position vectors, and let r< and r> be the smaller and larger of r₁ and r₂. In atomic units the repulsion is

1/r₁₂ = Σ_l P_l(cos θ) w_l,  w_l = r<^l / r>^(l+1).

Expand the wave function in the same Legendre polynomials:

Ψ = [1/(4π r₁r₂)] Σ_l u_l(r₁,r₂) P_l(cos θ).

A basis with angular momenta up to L can represent the terms with l ≤ L and no others. We want the energy lost with the missing terms when l is large.

Put x = r₁ − r₂, r = (r₁ + r₂)/2 and λ = l + 1/2. Then

w_l = (r< r>)^(−1/2) (r</r>)^λ ≈ (1/r) exp(−κ|x|),  κ = λ/r,

because r</r> ≈ exp(−|x|/r) when |x| is much smaller than r. So for large l the repulsion acts in a narrow strip of width about r/λ around r₁ = r₂.

**Q:** And the wave function responds inside that strip?

**A:** Yes, and there the equation becomes simple. With ∂₁ = ∂ₓ + ½∂ᵣ and ∂₂ = −∂ₓ + ½∂ᵣ, the radial kinetic energy is

−½∂₁² − ½∂₂² = −∂ₓ² − ¼∂ᵣ².

The centrifugal terms of the two electrons add up to

½ l(l+1)(1/r₁² + 1/r₂²) ≈ λ²/r² = κ²,

since l(l+1) = λ² − 1/4. In the strip both −∂ₓ² and κ² are of order λ²/r². The ∂ᵣ² term, the nuclear attraction and the total energy do not grow with λ, so they drop out at leading order.

What drives the response is the part of Ψ/r₁₂ with angular momentum l. Components of high l come from the sharpest feature, which is the 1/r₁₂ singularity multiplied by the value of Ψ at contact. Write u(r,r) = 4πr²Ψ(r,r,0), where the last argument is r₁₂ = 0. The missing component f = u_l then obeys

(−∂ₓ² + κ²) f = −(1/r) exp(−κ|x|) u(r,r).

**Q:** Can that be solved by hand?

**A:** Try g = (1 + κ|x|) exp(−κ|x|). For x > 0,

g′ = −κ²x exp(−κx),
g″ = (−κ² + κ³x) exp(−κx),

so that

−g″ + κ²g = (κ² − κ³x + κ² + κ³x) exp(−κx) = 2κ² exp(−κx).

The slope g′ vanishes at x = 0, so the two halves join without a kink and no extra source appears there. Matching the right-hand side gives

f = −[u(r,r)/(2rκ²)] (1 + κ|x|) exp(−κ|x|).

Every P_l equals 1 at θ = 0, so the minus sign means that all these components add up to lower the amplitude where the electrons meet.

For the energy, begin with the simplest case: two electrons in 1s orbitals of the bare nucleus, with 1/r₁₂ as the perturbation. The second-order energy is the overlap of the perturbed starting function with the first-order response. The integral over x is

∫ (1/r) exp(−κ|x|) u(r,r) f dx
= −[u(r,r)²/(2r²κ²)] · 2∫₀^∞ (1 + κx) exp(−2κx) dx
= −[u(r,r)²/(r²κ²)] · [1/(2κ) + 1/(4κ)]
= −(3/4) r u(r,r)²/λ³.

The last line uses κ = λ/r. The average of P_l² over angles supplies a factor 1/(2l+1) = 1/(2λ). Since dr₁dr₂ = dx dr, the contribution of angular momentum l is

E_l ≈ −(3/8) λ⁻⁴ ∫₀^∞ r u(r,r)² dr.

**Q:** So each angular momentum contributes as λ⁻⁴. Can the coefficient be checked?

**A:** For nuclear charge Z, each orbital contributes 2Z^(3/2) r exp(−Zr), so u(r,r) = 4Z³r² exp(−2Zr), and

∫₀^∞ r · 16Z⁶r⁴ exp(−4Zr) dr = 16Z⁶ · 5!/(4Z)⁶ = 15/32.

Multiplying by 3/8 gives 45/256, so λ⁴|E_l| should approach 0.1758 Eh for any Z. A converged numerical solution of the second-order problem, which uses none of the strip approximations, gives 0.1341, 0.1526, 0.1665 and 0.1729 Eh for l = 1, 2, 4 and 8. The last value is 1.6 % below the predicted limit. The law is asymptotic, and at l = 1 it is still off by about a quarter.

**Q:** You have a fourth power, and I was promised a cube.

**A:** The basis error is the sum of all the missing terms. Each λ = l + 1/2 is the midpoint of the interval from l to l + 1, so the sum is close to an integral:

Σ_(l>L) λ⁻⁴ ≈ ∫_(L+1)^∞ λ⁻⁴ dλ = 1/[3(L+1)³].

**Q:** That was for bare-nucleus orbitals. Does it survive for the real helium atom?

**A:** The equation in the strip does, with the true Ψ at contact. The energy argument changes slightly. Let χ be the part of the exact Ψ with l > L, and remove it. Because (H − E)Ψ = 0, the energy rises by

⟨Ψ−χ|H−E|Ψ−χ⟩ / ⟨Ψ−χ|Ψ−χ⟩ = ⟨χ|H−E|χ⟩ / ⟨Ψ−χ|Ψ−χ⟩.

At leading order H − E acts on each component of χ as −∂ₓ² + κ². By the strip equation this yields the same integral as before, now with a positive sign because it is a loss. The retained part of Ψ can still readjust and recover some energy. I take that recovery to be of higher order in 1/λ. This is a power-counting assumption, which the numbers below can support but not prove.

Inserting u(r,r) = 4πr²Ψ(r,r,0) gives a correlation error

Δ_c ≈ (a₄/3)(L+1)⁻³,  a₄ = 6π² ∫₀^∞ |Ψ(r,r,0)|² r⁵ dr,

where 6π² = (3/8)(4π)². The accurate wave function gives a₄ = 0.0742 Eh, so the prefactor should be 0.0247 Eh.

**Q:** And what does a real calculation with angular momenta up to L give?

**A:** With large radial sets for each angular momentum, the correlation errors are:

L = 0: 24.70 mEh; times (L+1)³: 0.0247 Eh
L = 1: 3.218 mEh; times (L+1)³: 0.02575 Eh
L = 2: 0.972 mEh; times (L+1)³: 0.02625 Eh

All three products lie within about 6 % of the prediction. I would not read much into the close match at L = 0, where a large-l argument has no right to be accurate. Most of the rise from L = 1 to L = 2 comes from radial sets that are not quite complete. At the radial limit the errors are 3.208 and 0.958 mEh, the products are 0.02567 and 0.02585 Eh, and for L = 3 and 4 they are 0.0258 and 0.0257 Eh, no longer rising. The remaining excess of about 4 % belongs to terms of higher order in 1/λ, and it is the net of two larger ones. At L = 2 the error lies 10 % above a₄Σλ⁻⁴ summed term by term, while the integral overestimates that sum by about 5 %.

**Q:** In the helium cc-pVXZ sets the highest angular momentum is L = X − 1. So L + 1 = X, and the correlation error is 0.0247 X⁻³ Eh?

**A:** Check it against the table. For X = 3 your formula gives 0.9 mEh. The actual error is 2.965 mEh.

**Q:** Three times as much. What did I overlook?

**A:** The derivation assumed that every angular momentum up to L has a complete set of radial functions. The cc-pVXZ sets follow the pattern of hydrogen shells instead: 2s1p, then 3s2p1d, and so on. This is the principal expansion, in which a new shell brings one more function of each type already present and the first of a new type. Both the radial and the angular space are cut off. At L = 2, filling up the radial space lowers the error from 2.965 to about 0.96 mEh, so about two thirds of the cc-pVTZ correlation error is radial.

**Q:** Then why should the cube work for these sets at all?

**A:** Our derivation does not show that it must. A plausible reason is that each new shell refines the radial and angular resolution together, so that the radial error keeps pace with the angular one. Treat that as a conjecture here. What the data show is the local exponent

p = ln[Δ(X)/Δ(Y)] / ln(Y/X),

which has these values:

2→3: HF 6.2, correlation 2.9, total 3.8
3→4: HF 4.0, correlation 3.3, total 3.4
4→5: HF 4.9, correlation 3.6, total 3.7

For correlation the cube is a reasonable model, though the exponent drifts upwards over these sets. For Hartree-Fock it is a poor one at every step.

**Q:** The total has exponents between 3.4 and 3.8. I can see why I took it for a power law.

**A:** That steadiness is partly an accident. The correlation exponent alone drifts from 2.9 to 3.6. The Hartree-Fock share of the total error is 40 % at X = 2, but 15 %, 13 % and 10 % afterwards, so its rapid fall raises the first exponent most and hides the drift. The mistake is therefore most costly when the smallest set is included.

**Q:** So I should extrapolate the correlation energy alone and add the Hartree-Fock energy of the larger set?

**A:** That is a sound simple procedure. For X = 2 and 3 the remaining error is the unextrapolated Hartree-Fock error plus the extrapolated correlation error:

0.527 + 0.167 = 0.694 mEh,

or 1.82 kJ/mol, compared with your −4.80 kJ/mol. For the three pairs, the errors in mEh are:

2, 3: one cube for the total −1.829; separate treatment +0.694
3, 4: one cube for the total −0.277; separate treatment −0.014
4, 5: one cube for the total −0.206; separate treatment −0.090

**Q:** The middle pair is almost perfect, and better than the pair with the larger sets. That seems odd.

**A:** It is a cancellation. The Hartree-Fock error there is +0.166 mEh and the extrapolated correlation error is −0.179 mEh. Neither part is accurate to 0.014 mEh. This is why the two errors should be looked at separately before a small total is trusted.

**Q:** Could I remove the Hartree-Fock error too, using its faster convergence?

**A:** Yes, with three energies and an exponential model. Suppose each step is q times the previous one. With s₁ = E_HF(4) − E_HF(3) and s₂ = E_HF(5) − E_HF(4), we have q = s₂/s₁, and the steps still to come add up to

s₂(q + q² + …) = s₂ q/(1 − q) = s₂²/(s₁ − s₂).

From the energies −2.861153, −2.861514 and −2.861625 Eh, s₁ = −0.361 mEh and s₂ = −0.111 mEh. The correction is

(0.111)²/(−0.250) = −0.049 mEh,

which gives −2.861674 Eh. The error falls from 0.055 to 0.006 mEh.

**Q:** Then the total for the pair 4, 5 must improve as well.

**A:** It gets worse. The error goes from −0.090 to −0.138 mEh, because the positive Hartree-Fock error had been hiding part of the correlation error of −0.145 mEh. What is left comes almost entirely from the cube itself. The correlation error falls with exponent 3.6 between these sets, faster than the formula assumes, so the formula overshoots. It is the same fault that spoiled your first extrapolation, on a much smaller scale. Even so, the extrapolated correlation energy is closer to its limit than the unextrapolated value at X = 5, whose error is 0.517 mEh.

**Q:** Where would this reasoning stop applying?

**A:** The derivation itself shows two places. The λ⁻⁴ term is proportional to the square of the wave function at contact. For two electrons of parallel spin Ψ vanishes there, so this term is absent and their correlation error falls faster. Likewise, if an explicit dependence on r₁₂ supplies the behaviour of Ψ near contact, the orbital basis no longer has to build the component f. The reason for the inverse cube is then gone, and the formula should not be carried over to such calculations.

The statement about s functions holds only for atoms like helium, whose occupied orbitals are all s orbitals in a spherical average field. In a molecule the orbitals are not spherical, and the Hartree-Fock energy does need higher angular momenta. What carries over is the practice of examining the two parts separately, since the contact of two electrons that slows the correlation energy has no counterpart in a mean-field orbital.

Numbers as computed

```
HF limit -2.8616800 Eh; virial ratio V/T -1.9999998
exact energy (Hylleraas) -2.903724 Eh
exact minus next smaller Hylleraas set -7.7e-07 Eh
correlation limit -0.042044 Eh
X=2: s primitives 4, E_HF -2.855160, E_c -0.032434, total -2.887595 Eh
X=3: s primitives 6, E_HF -2.861153, E_c -0.039079, total -2.900232 Eh
X=4: s primitives 7, E_HF -2.861514, E_c -0.040897, total -2.902411 Eh
X=5: s primitives 8, E_HF -2.861625, E_c -0.041527, total -2.903152 Eh
X=2 errors: HF 6.520, corr 9.609, total 16.129 mEh; HF share 40.4 %
X=3 errors: HF 0.527, corr 2.965, total 3.492 mEh; HF share 15.1 %
X=4 errors: HF 0.166, corr 1.147, total 1.313 mEh; HF share 12.6 %
X=5 errors: HF 0.055, corr 0.517, total 0.572 mEh; HF share 9.6 %
local exponent 2->3: HF 6.21, corr 2.90, total 3.77
local exponent 3->4: HF 4.02, corr 3.30, total 3.40
local exponent 4->5: HF 4.93, corr 3.57, total 3.72
even-tempered s set n=4: HF error 9.14197 mEh
even-tempered s set n=6: HF error 1.09947 mEh
even-tempered s set n=7: HF error 0.42607 mEh
even-tempered s set n=8: HF error 0.17285 mEh
even-tempered s set n=10: HF error 0.03253 mEh
even-tempered s set n=12: HF error 0.00701 mEh
local powers of n: 5.22 6.43 7.48 8.42
rates c in exp(-c sqrt(n)): 4.71 4.88 5.00 5.08
smoothly spaced s set n=4: HF error 6.5195 mEh, cc-pVXZ/this 1.000
smoothly spaced s set n=6: HF error 0.5477 mEh, cc-pVXZ/this 0.962
smoothly spaced s set n=7: HF error 0.1761 mEh, cc-pVXZ/this 0.941
smoothly spaced s set n=8: HF error 0.0598 mEh, cc-pVXZ/this 0.923
predicted lam^4 |E_l|, bare-nucleus orbitals: 0.17578 Eh
l=1: computed lam^4 |E_l| 0.13415 Eh
l=2: computed lam^4 |E_l| 0.15262 Eh
l=4: computed lam^4 |E_l| 0.16666 Eh
l=8: computed lam^4 |E_l| 0.17335 Eh
a4 0.07424 Eh; predicted cube prefactor a4/3 0.02475 Eh
saturated L=0: corr error 24.701 mEh, (L+1)^3 error 0.02470 Eh
saturated L=1: corr error 3.218 mEh, (L+1)^3 error 0.02575 Eh
saturated L=2: corr error 0.972 mEh, (L+1)^3 error 0.02625 Eh
cc-pVXZ X^3 corr error: 0.0769 0.0801 0.0734 0.0646 Eh
pair 2,3 cube errors: HF -1.997, corr 0.167, total -1.829 mEh
  HF of larger set + corr cube: error 0.694 mEh
  in kJ/mol: total cube -4.80, separate 1.82
pair 3,4 cube errors: HF -0.098, corr -0.179, total -0.277 mEh
  HF of larger set + corr cube: error -0.014 mEh
pair 4,5 cube errors: HF -0.061, corr -0.145, total -0.206 mEh
  HF of larger set + corr cube: error -0.090 mEh
HF exponential from X=3,4,5: -2.861674 Eh, error 0.006 mEh
HF exponential + corr cube 4,5: -2.903862 Eh, error -0.138 mEh
```
